# Thermal Healing Length of a Metal Line on a Dielectric Film: a numerical check

```python
# Result under test: a metal line on a dielectric film over a heat sink has
# thermal healing length  lambda = sqrt(kappa_m * h * d / kappa_d)
# when heat flows straight down through the dielectric.
#   h, w    : thickness and width of the metal line (m)
#   d       : thickness of the dielectric (m)
#   kappa_m : thermal conductivity of the metal (W/m/K)
#   kappa_d : thermal conductivity of the dielectric (W/m/K)
#   theta   : temperature rise above the sink temperature T0 (K)
# The formulas are compared with finite-volume solutions of the heat equation.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk, ellipkm1

um = 1e-6

# Inputs: rough typical values for a tungsten film on a low-k dielectric
h, w, d = 0.2 * um, 5.0 * um, 0.5 * um
kappa_d = 0.30
T0 = 378.0
rho0 = 1.0e-7            # ohm m, at T0
alpha = 0.003            # 1/K, relative to T0
j = 2.0e10               # A/m^2
long_L, short_L = 40 * um, 10 * um
kappa_lattice = 30.0     # W/m/K, rough lattice share in tungsten
R_contact = 1.0e-8       # m^2 K/W, rough
kappa_sub = 120.0        # W/m/K, rough, silicon-like substrate
narrow_w = 0.5 * um
cover = 1.0 * um         # dielectric above the buried line

lorenz = np.pi**2 / 3 * (const.k / const.e)**2
kappa_m = lorenz * T0 / rho0
q = rho0 * j**2


def healing_length(km, kd):
    return np.sqrt(km * h * d / kd)


lam = healing_length(kappa_m, kappa_d)
theta_inf = q * h * d / kappa_d


def layer_stack(km, kd, n_diel, n_metal):
    """Vertical conductance matrix per area, kappa*dz and dz of each cell."""
    dz = np.r_[np.full(n_diel, d / n_diel), np.full(n_metal, h / n_metal)]
    kap = np.r_[np.full(n_diel, kd), np.full(n_metal, km)]
    half = dz / (2 * kap)
    link = 1 / (half[:-1] + half[1:])
    diag = np.zeros(len(dz))
    diag[:-1] += link
    diag[1:] += link
    diag[0] += 1 / half[0]           # lower face at the sink temperature
    vert = np.diag(diag) - np.diag(link, 1) - np.diag(link, -1)
    return vert, kap * dz, dz


def decay_length_numeric(km, kd):
    """Slowest decay along x of the full heat equation in both layers."""
    vert, kdz, _ = layer_stack(km, kd, 200, 80)
    mu = eigh(vert, np.diag(kdz), eigvals_only=True, subset_by_index=[0, 0])
    return 1 / np.sqrt(mu[0])


def decay_length_root(km, kd):
    """Slowest decay from the matching condition at the interface."""
    def mismatch(length):
        return km * np.tan(h / length) - kd / np.tan(d / length)
    return brentq(mismatch, 2 * d / np.pi * (1 + 1e-9), 1000 * d, xtol=1e-16)


def heated_line(length, source, feedback):
    """Heat equation in x and z, half line; metal end face at the sink."""
    nx, n_diel, n_metal = 200, 20, 8
    dx = length / 2 / nx
    vert, kdz, dz = layer_stack(kappa_m, kappa_d, n_diel, n_metal)
    metal = np.r_[np.zeros(n_diel), np.ones(n_metal)]
    along = 2 * np.ones(nx)
    along[0] = along[-1] = 1
    lap = diags([along, -np.ones(nx - 1), -np.ones(nx - 1)], [0, 1, -1])
    last = np.zeros(nx)
    last[-1] = 1
    end_link = 2 * kdz * metal / dx
    heat = source * dz * metal * dx
    mat = (kron(identity(nx), vert * dx) + kron(lap, np.diag(kdz / dx))
           + kron(diags(last), np.diag(end_link))
           - feedback * kron(identity(nx), np.diag(heat)))
    theta = spsolve(mat.tocsc(), np.tile(heat, nx)).reshape(nx, -1)
    profile = theta[:, n_diel:].mean(axis=1)
    end_fraction = end_link @ theta[-1] / (source * h * length / 2)
    return profile[0], profile.mean(), end_fraction


def fin_line(length, plateau, decay):
    s = length / (2 * decay)
    return (plateau * (1 - 1 / np.cosh(s)),
            plateau * (1 - np.tanh(s) / s), np.tanh(s) / s)


def section_flow(width, buried, n):
    """Heat flow per length / (kappa_d * theta), isothermal line, n cells in d."""
    g = d / n
    n_half, n_h = round(width / 2 / g), round(h / g)
    n_side = round(6 * um / g)
    n_cover = round(cover / g) if buried else 0
    kind = np.ones((n + n_h + n_cover, n_half + n_side), int)  # 1: dielectric
    if not buried:
        kind[n:] = 0                                           # 0: insulating
    kind[n:n + n_h, :n_half] = 2                               # 2: metal
    index = np.full(kind.shape, -1)
    count = int((kind == 1).sum())
    index[kind == 1] = np.arange(count)
    diag, rhs = np.zeros(count), np.zeros(count)
    rows, cols = [], []
    pairs = [((slice(None, -1), slice(None)), (slice(1, None), slice(None))),
             ((slice(None), slice(None, -1)), (slice(None), slice(1, None)))]
    for first, second in pairs:
        for a, b in ((first, second), (second, first)):
            inner = (kind[a] == 1) & (kind[b] == 1)
            rows.append(index[a][inner])
            cols.append(index[b][inner])
            np.add.at(diag, index[a][inner], 1.0)
            wall = (kind[a] == 1) & (kind[b] == 2)
            np.add.at(diag, index[a][wall], 2.0)
            np.add.at(rhs, index[a][wall], 2.0)
    diag[index[0]] += 2.0
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    off = coo_matrix((-np.ones(len(rows)), (rows, cols)), shape=(count, count))
    theta = spsolve((off + diags(diag)).tocsc(), rhs)
    return 2 * np.sum(2 * theta[index[0]])


def section_flow_limit(width, buried):
    """Grid extrapolation; the error order follows from the edge singularity."""
    order = 4 / 3 if buried else 1.0
    coarse, fine = (section_flow(width, buried, n) for n in (20, 40))
    return fine + (fine - coarse) / (2**order - 1)


# Decay length of the full two-layer problem against the simple formula
full_decay = decay_length_numeric(kappa_m, kappa_d)
assert abs(full_decay / lam - 1) < 0.005      # neglected terms are (d/lambda)^2
shift = (d**2 + h**2) / 3
assert abs((full_decay**2 - lam**2) / shift - 1) < 0.02
weak_km = 1.0                                  # poor conductor: formula must fail
weak_lam = healing_length(weak_km, kappa_d)
weak_decay = decay_length_numeric(weak_km, kappa_d)
for km, numeric in ((kappa_m, full_decay), (weak_km, weak_decay)):
    assert abs(decay_length_root(km, kappa_d) / numeric - 1) < 1e-4
assert weak_decay / weak_lam > 1.05

# Heated lines: profile formulas against the two-dimensional solution
line_results = {}
for name, length in (("long", long_L), ("short", short_L)):
    numeric = heated_line(length, q, 0.0)
    formula = fin_line(length, theta_inf, lam)
    for num, form, tol in zip(numeric, formula, (0.01, 0.01, 0.02)):
        assert abs(num / form - 1) < tol       # neglected terms of order d/lambda squared
    line_results[name] = (numeric, formula)

# Resistive feedback, tested where it is strong
strong = 0.5
strong_source = q * strong / (alpha * theta_inf)
num_fb = heated_line(long_L, strong_source, alpha)
form_fb = fin_line(long_L, strong / alpha / (1 - strong), lam / np.sqrt(1 - strong))
no_fb = fin_line(long_L, strong / alpha, lam)
assert abs(num_fb[0] / form_fb[0] - 1) < 0.01
assert abs(num_fb[1] / form_fb[1] - 1) < 0.01
assert num_fb[0] > 1.2 * no_fb[0]
feedback = alpha * theta_inf

# Sideways spreading in the dielectric
flow_bare = section_flow_limit(w, False)
flow_buried = section_flow_limit(w, True)
flow_narrow = section_flow_limit(narrow_w, True)
comp = 1 / np.cosh(np.pi * w / (4 * d))**2
flow_stripline = 2 * ellipkm1(comp) / ellipk(comp)
assert abs((flow_bare - w / d) / (flow_stripline - w / d) - 1) < 0.02
assert w / d < flow_bare < flow_buried
lam_bare = lam * np.sqrt(w / d / flow_bare)
lam_buried = lam * np.sqrt(w / d / flow_buried)
lam_narrow = lam * np.sqrt(narrow_w / d / flow_narrow)

# Sizes of further neglected effects
lam_lattice = healing_length(kappa_m + kappa_lattice, kappa_d)
kappa_change = (1 + theta_inf / T0) / (1 + feedback) - 1
contact_change = np.sqrt(1 + R_contact * kappa_d / d) - 1
radiation_ratio = 4 * const.sigma * T0**3 * d / kappa_d
corner = np.arctan2(long_L, w)
reach = (quad(lambda p: w / 2 / np.cos(p), 0, corner)[0]
         + quad(lambda p: long_L / 2 / np.sin(p), corner, np.pi / 2)[0])
substrate_rise = q * h * 4 * reach / (2 * np.pi * kappa_sub)
edge_heat = kappa_d * (flow_buried - w / d) / 2
width_drop = edge_heat * (w / 2) / (kappa_m * h)

print(f"line thickness h = {h/um:.2f} um")
print(f"line width w = {w/um:.2f} um")
print(f"dielectric thickness d = {d/um:.2f} um")
print(f"dielectric conductivity = {kappa_d:.2f} W/m/K")
print(f"sink temperature T0 = {T0:.0f} K")
print(f"resistivity at T0 = {rho0*1e8:.1f} uohm cm")
print(f"current density = {j/1e10:.1f} MA/cm2")
print(f"Lorenz number = {lorenz:.3e} W ohm/K2")
print(f"metal conductivity (electronic) = {kappa_m:.1f} W/m/K")
print(f"Joule heat per volume = {q:.2e} W/m3")
print(f"healing length lambda = {lam/um:.2f} um")
print(f"plateau rise theta_inf = {theta_inf:.2f} K")
print(f"recovery at 1 lambda from end = {100*(1-np.exp(-1)):.1f} %")
print(f"recovery at 3 lambda from end = {100*(1-np.exp(-3)):.1f} %")
print(f"ratios d/lambda, h/lambda = {d/lam:.4f}, {h/lam:.4f}")
print(f"full two-layer decay length = {full_decay/um:.4f} um")
print(f"simple lambda, same digits = {lam/um:.4f} um")
print(f"Lambda^2-lambda^2 numeric = {(full_decay**2-lam**2)/um**2:.4f} um2")
print(f"(d^2+h^2)/3 = {shift/um**2:.4f} um2")
print(f"weak-contrast test: metal conductivity = {weak_km:.1f} W/m/K")
print(f"weak contrast: simple, full = {weak_lam/um:.3f}, {weak_decay/um:.3f} um")
for name, length in (("long", long_L), ("short", short_L)):
    num, form = line_results[name]
    s = length / (2 * lam)
    print(f"{name} line: L = {length/um:.0f} um, s = L/(2 lambda) = {s:.3f}")
    print(f"{name} middle rise: formula, 2D = {form[0]:.2f}, {num[0]:.2f} K")
    print(f"{name} mean rise: formula, 2D = {form[1]:.2f}, {num[1]:.2f} K")
    print(f"{name} end heat: formula, 2D = {100*form[2]:.1f}, {100*num[2]:.1f} %")
    print(f"{name} end gradient = {theta_inf/lam*np.tanh(s)*um:.2f} K/um")
print(f"alpha = {alpha:.4f} 1/K, alpha*theta_inf = {feedback:.4f}")
print(f"lambda with feedback = {lam/np.sqrt(1-feedback)/um:.2f} um")
print(f"plateau with feedback = {theta_inf/(1-feedback):.2f} K")
print(f"strong feedback test: alpha*theta_inf = {strong:.2f}")
print(f"strong middle rise: formula, 2D = {form_fb[0]:.1f}, {num_fb[0]:.1f} K")
print(f"strong middle rise without feedback = {no_fb[0]:.1f} K")
print(f"straight-flow G = w/d = {w/d:.3f}")
print(f"G bare: numeric, stripline = {flow_bare:.3f}, {flow_stripline:.3f}")
print(f"G buried under {cover/um:.1f} um dielectric = {flow_buried:.3f}")
print(f"lambda with spreading: bare = {lam_bare/um:.2f} um")
print(f"lambda with spreading: buried = {lam_buried/um:.2f} um")
print(f"plateau with spreading, buried = {theta_inf*w/d/flow_buried:.2f} K")
print(f"narrow buried line: w = {narrow_w/um:.2f} um, G = {flow_narrow:.3f}")
print(f"narrow buried line: lambda = {lam_narrow/um:.2f} um")
print(f"lattice conductivity assumed = {kappa_lattice:.0f} W/m/K")
print(f"lambda with lattice part = {lam_lattice/um:.2f} um")
print(f"change of metal conductivity at plateau = {100*kappa_change:.2f} %")
print(f"contact resistance assumed = {R_contact:.1e} m2K/W")
print(f"change of lambda by contact = {100*contact_change:.2f} %")
print(f"substrate conductivity assumed = {kappa_sub:.0f} W/m/K")
print(f"substrate rise below long line, at most = {substrate_rise:.2f} K")
print(f"radiation / downward loss = {radiation_ratio:.1e}")
print(f"drop across half width / rise, at most = {100*width_drop:.1f} %")
print("all assertions hold")
```

It prints:

```
line thickness h = 0.20 um
line width w = 5.00 um
dielectric thickness d = 0.50 um
dielectric conductivity = 0.30 W/m/K
sink temperature T0 = 378 K
resistivity at T0 = 10.0 uohm cm
current density = 2.0 MA/cm2
Lorenz number = 2.443e-08 W ohm/K2
metal conductivity (electronic) = 92.3 W/m/K
Joule heat per volume = 4.00e+13 W/m3
healing length lambda = 5.55 um
plateau rise theta_inf = 13.33 K
recovery at 1 lambda from end = 63.2 %
recovery at 3 lambda from end = 95.0 %
ratios d/lambda, h/lambda = 0.0901, 0.0360
full two-layer decay length = 5.5568 um
simple lambda, same digits = 5.5481 um
Lambda^2-lambda^2 numeric = 0.0967 um2
(d^2+h^2)/3 = 0.0967 um2
weak-contrast test: metal conductivity = 1.0 W/m/K
weak contrast: simple, full = 0.577, 0.656 um
long line: L = 40 um, s = L/(2 lambda) = 3.605
long middle rise: formula, 2D = 12.61, 12.61 K
long mean rise: formula, 2D = 9.64, 9.64 K
long end heat: formula, 2D = 27.7, 27.7 %
long end gradient = 2.40 K/um
short line: L = 10 um, s = L/(2 lambda) = 0.901
short middle rise: formula, 2D = 4.04, 4.03 K
short mean rise: formula, 2D = 2.73, 2.72 K
short end heat: formula, 2D = 79.5, 79.6 %
short end gradient = 1.72 K/um
alpha = 0.0030 1/K, alpha*theta_inf = 0.0400
lambda with feedback = 5.66 um
plateau with feedback = 13.89 K
strong feedback test: alpha*theta_inf = 0.50
strong middle rise: formula, 2D = 281.5, 281.6 K
strong middle rise without feedback = 157.6 K
straight-flow G = w/d = 10.000
G bare: numeric, stripline = 10.882, 10.883
G buried under 1.0 um dielectric = 12.492
lambda with spreading: bare = 5.32 um
lambda with spreading: buried = 4.96 um
plateau with spreading, buried = 10.67 K
narrow buried line: w = 0.50 um, G = 3.334
narrow buried line: lambda = 3.04 um
lattice conductivity assumed = 30 W/m/K
lambda with lattice part = 6.39 um
change of metal conductivity at plateau = -0.45 %
contact resistance assumed = 1.0e-08 m2K/W
change of lambda by contact = 0.30 %
substrate conductivity assumed = 120 W/m/K
substrate rise below long line, at most = 0.40 K
radiation / downward loss = 2.0e-05
drop across half width / rise, at most = 5.1 %
all assertions hold
```
